# Logarithmic time steps for resistance drift over twelve decades

A model of structural relaxation in an amorphous memory cell can be carried from \(10^{-6}\) to \(10^{6}\) s in 120 steps. The steps are equal in the logarithm of time, and each population of defects is updated by an exponential. In the example below the surviving defect fraction at the end is 0.3362, with a time-stepping error of \(1.4\times10^{-5}\). Explicit Euler integration with a uniform step needs at least \(1.0\times10^{11}\) steps to cover the same span with non-negative populations.

Once relaxation is well under way but still far from complete, and for small logarithmic step \(h\), the error of the logarithmic scheme is

\[
\delta n\simeq-\frac{\theta\lambda(W-\lambda)}{12(W+\lambda)^3}\,h^2 ,
\]

where \(n\) is the surviving fraction, \(\theta=k_BT\), \(W\) is the width of the band of annealing barriers, and \(\lambda\) is the rise of every barrier on full relaxation. The number of decades does not appear.

## The model

Atomic units are used in the algebra: \(\hbar=m_e=e=4\pi\epsilon_0=1\). Numerical energies are in eV, lengths in angstrom and times in seconds. The relaxation formulas contain only ratios of energies and products of a rate and a time, so these values can be inserted directly.

Defects are spread evenly over barriers from \(E_{\min}\) to \(E_{\max}=E_{\min}+W\). The band is cut into \(M\) bins of width \(\Delta E\), with midpoints \(E_i\). Let \(q_i\) be the fraction surviving in bin \(i\), and \(n=M^{-1}\sum_iq_i\). At fixed temperature,

\[
\frac{dq_i}{dt}=-k_i\,g(n)\,q_i,\qquad k_i=\nu_0e^{-E_i/\theta},\qquad g=e^{-\lambda(1-n)/\theta}.
\]

The factor \(g\) says that a partly relaxed glass is harder to relax further: every barrier has risen by \(\lambda(1-n)\), with \(\lambda\ge0\). This is a mean-field feedback, since each defect responds to the average state. Time \(t\) is counted from the quench, and the state is set at \(t_0\) by \(q_i=1\). Reverse processes that recreate defects are left out.

The example takes round parameters: \(\theta=0.025\) eV, \(\nu_0=10^{13}\) s\(^{-1}\), barriers from 0.45 to 1.25 eV in 40 bins, \(\lambda=0.2\) eV and \(t_0=10^{-6}\) s.

## What goes wrong with uniform explicit steps

Explicit Euler integration replaces the equation by

\[
q_i^{\rm new}=(1-k_i g\,\Delta t)\,q_i .
\]

In the first step \(g=1\). The fastest bin, with rate \(k_{\rm fast}\), stays non-negative only if \(k_{\rm fast}\Delta t\le1\). This condition is also sufficient. If it holds, every factor in the first step lies between 0 and 1, so \(n\) cannot increase and \(g\) cannot rise above 1. The same argument then applies to the next step, and so on. The smallest number of steps is therefore

\[
N=(t_{\rm end}-t_0)\,k_{\rm fast}.
\]

Here \(k_{\rm fast}=1.021\times10^5\) s\(^{-1}\), the longest step is \(9.8\times10^{-6}\) s, and \(N=10^6\times1.021\times10^5=1.02\times10^{11}\). The limit is set in the first step, by bins that empty within a fraction of a millisecond, and a uniform step keeps it to the end: after a week \(g\approx5\times10^{-3}\), and the local limit \(1/(k_{\rm fast}g)\) is about 180 times longer. Without feedback, giving up positivity would gain little: a mode grows once \(|1-k_i\Delta t|>1\), that is, once \(k_i\Delta t>2\), so the step could at most double. With feedback the growth may be halted, because an overshoot lowers \(g\), but the run then starts from negative populations, which have no physical meaning.

Lengthening the Euler step in proportion to \(t\) does not by itself cure this. The product \(k_{\rm fast}\,g\,t\) grows with time in this model, as the late-time law below shows, and the factor \(1-k_ig\Delta t\) turns negative. Positivity can be rescued by shortening a step, where needed, so that the fastest surviving bin is emptied exactly and stays at zero. At ten steps per decade this takes 123 steps, but the method is first order and ends \(1.7\times10^{-3}\) off in \(n\), about a hundred times the error of the scheme below. Replacing the linear decay by an exponential removes both the step restriction and the error of the linear decay.

## The decay can be solved at given exposure

All bins share the factor \(g\). Define the exposure \(\tau\) by \(d\tau=g\,dt\), with \(\tau=0\) at \(t_0\). Dividing the rate equation by \(g\) gives \(dq_i/d\tau=-k_iq_i\), so

\[
q_i=e^{-k_i\tau},\qquad t-t_0=\int_0^\tau e^{\lambda[1-n(\tau')]/\theta}\,d\tau' .
\]

The second relation is the integral of \(dt=d\tau/g\). Evaluated by quadrature and inverted, it supplies a reference for the time-stepping error, free of any stepping in \(t\). A general stiff solver agrees with it.

This settles where the numerical error can come from. If \(\lambda=0\), then \(g=1\) and \(\tau=t-t_0\). Successive exponentials multiply to a single exponential of the total time, so the update is exact for any step, and the logarithmic grid merely selects the output times. If \(\lambda>0\), the decay at given exposure is still exact, but the exposure gained in a step must be approximated.

The reduction to one variable \(\tau\) needs a common \(g\) and a fixed temperature. A temperature change multiplies \(k_i\) by a factor that depends on \(E_i\), and one exposure then no longer serves all bins. Updating the bins themselves keeps the state in a form that does not rely on the reduction.

## The scheme

Choose \(t_{j+1}=t_je^h\), so that \(\Delta t_j=t_j(e^h-1)\). One step consists of:

1. Compute \(g_j\) from the present \(n\).
2. Predict the bins with \(q_i^*=q_ie^{-k_ig_j\Delta t_j}\), and compute \(g^*\) from their mean.
3. Update the original bins with the average feedback,

\[
q_i\leftarrow q_i\exp\!\left[-k_i\,\tfrac12(g_j+g^*)\,\Delta t_j\right].
\]

The exponential lies between 0 and 1 for every step length, so positivity no longer limits the step. Omitting the prediction and using \(g_j\) alone gives a cheaper frozen-feedback scheme. To compare the two, the late behaviour of \(g\) is needed.

## The late-time law

For a continuous band,

\[
n(\tau)=\frac1W\int_{E_{\min}}^{E_{\max}}\exp\!\left(-\nu_0\tau e^{-E/\theta}\right)dE .
\]

Substitute \(x=\nu_0\tau e^{-E/\theta}\), for which \(dE=-\theta\,dx/x\). With \(E_1(z)=\int_z^\infty e^{-x}dx/x\),

\[
n=\frac{\theta}{W}\left[E_1(\nu_0\tau e^{-E_{\max}/\theta})-E_1(\nu_0\tau e^{-E_{\min}/\theta})\right].
\]

The integrand switches from 0 to 1 near \(E^*=\theta\ln(\nu_0\tau)\), over a few \(\theta\). This is the relaxation front. When it is well inside the band, the second \(E_1\) is negligible, and the first follows from \(E_1(z)\simeq-\gamma-\ln z\) for small \(z\), where \(\gamma\) is Euler's constant. Hence

\[
n\simeq\frac{E_{\max}-\gamma\theta-\theta\ln(\nu_0\tau)}{W},\qquad
1-n\simeq\frac{\theta}{W}\ln(e^\gamma k_{\rm edge}\tau),
\]

with \(k_{\rm edge}=\nu_0e^{-E_{\min}/\theta}\). Put \(a=\lambda/W\). The feedback becomes a power law,

\[
g=e^{-\lambda(1-n)/\theta}=(e^\gamma k_{\rm edge}\tau)^{-a}.
\]

Integrating \(dt=d\tau/g\), and neglecting the fixed contribution of early times, gives

\[
t\simeq\frac{\tau\,(e^\gamma k_{\rm edge}\tau)^a}{1+a},\qquad\text{so}\qquad \frac{g\,t}{\tau}\simeq\frac1{1+a}.
\]

Multiplying the first relation by \((1+a)e^\gamma k_{\rm edge}\) yields \((e^\gamma k_{\rm edge}\tau)^{1+a}=(1+a)e^\gamma k_{\rm edge}t\). Taking the logarithm and using \(W(1+a)=W+\lambda\),

\[
1-n\simeq\frac{\theta}{W+\lambda}\ln\!\left[\left(1+\frac{\lambda}{W}\right)e^\gamma k_{\rm edge}t\right].
\]

Feedback thus acts on the logarithmic slope as if the band were wider by \(\lambda\). It also follows that \(gt\propto\tau\propto t^{1/(1+a)}\), which is the growth that defeats lengthened Euler steps.

At \(10^6\) s, with \(k_{\rm edge}=1.523\times10^5\) s\(^{-1}\), the bracket is \(1.25\times1.781\times1.523\times10^{11}=3.39\times10^{11}\), and its logarithm is 26.55. Thus \(1-n=0.025\times26.55=0.664\), or \(n=0.336\). The law differs from the reference by \(6\times10^{-6}\) at \(10^{-2}\) s and by \(5\times10^{-7}\) at \(10^6\) s. It requires \(k_{\rm edge}t\gg1\) and \(nW\gg\theta\). At the end of the run \(nW=0.27\) eV, about \(11\theta\); once the front reaches the upper edge, the logarithmic relaxation ends.

## Why errors do not pile up

Let two solutions differ by a small exposure \(\delta\tau\). Linearizing \(d\tau/dt=g(\tau)\), and applying the chain rule to \(g\), gives

\[
\frac{d\,\delta\tau}{dt}=g'(\tau)\,\delta\tau,\qquad \frac{dg}{dt}=g'(\tau)\,g .
\]

Both quantities have the same logarithmic derivative, so their ratio is constant:

\[
\frac{\delta\tau(t)}{\delta\tau(s)}=\frac{g(t)}{g(s)} .
\]

A cell that has relaxed too far has higher barriers, and so relaxes more slowly, which shrinks the gap in exposure. A 1% disturbance of \(\tau\) introduced at 1 s is reduced to 0.063 of its absolute size at \(10^6\) s, as the formula predicts. Meanwhile \(\tau\) grows from 0.098 to 6180 s. The relative error therefore falls by a factor of about \(10^{6}\), in accord with \(g/\tau\propto1/t\): each further decade divides it by ten. This rate does not come from the feedback. For \(\lambda=0\) the gap stays fixed while \(\tau\) grows like \(t\), and the relative error falls by the same \(10^{6}\); feedback shrinks the gap and slows the growth of \(\tau\) in equal measure.

Now suppose a scheme overestimates the exposure gained in each late step by a small fraction \(\varepsilon\). The excess \(\varepsilon g_j\Delta t_j\) from step \(j\) shrinks to \(\varepsilon g(t)\Delta t_j\) by time \(t\). Since the steps add up to \(t-t_0\simeq t\),

\[
\frac{\delta\tau}{\tau}\simeq\frac{\varepsilon\,g\,t}{\tau}=\frac{\varepsilon}{1+a},\qquad
\delta n\simeq-\frac{\theta}{W}\frac{\varepsilon}{1+a},
\]

where the last step uses \(dn/d\ln\tau=-\theta/W\). It remains to find \(\varepsilon\).

**Frozen feedback.** The true gain is \(g\Delta t+\tfrac12gg'\Delta t^2+\dots\), and the scheme keeps the first term. From the power law, \(g'=-ag/\tau\). The relative excess is \(\varepsilon=\tfrac12a\,g\Delta t/\tau\). To leading order \(\Delta t=ht\), hence \(\varepsilon=ah/[2(1+a)]\) and

\[
\delta n\simeq-\frac{\theta\lambda}{2(W+\lambda)^2}\,h .
\]

**Averaged feedback.** In terms of \(\tau\), the scheme gains

\[
\tfrac12\Delta t\,[g(\tau)+g(\tau+g\Delta t)]=g\Delta t+\tfrac12gg'\Delta t^2+\tfrac14g^2g''\Delta t^3+\dots
\]

The third time derivative of \(\tau\) is \(gg'^2+g^2g''\), so the true cubic term is \(\tfrac16(gg'^2+g^2g'')\Delta t^3\). The excess is

\[
\left(\frac{g^2g''}{12}-\frac{gg'^2}{6}\right)\Delta t^3
=\frac{a(1+a)-2a^2}{12}\,\frac{g^3\Delta t^3}{\tau^2},
\]

because \(g''=a(a+1)g/\tau^2\). Dividing by \(g\Delta t\) gives \(\varepsilon=a(1-a)h^2/[12(1+a)^2]\). Inserting \(a=\lambda/W\) produces the formula stated at the start. Its coefficient vanishes at \(\lambda=W\), where the next order in \(h\) takes over.

With 80 steps per decade, \(h=0.02878\). The frozen formula gives \(-0.025\times0.2\times0.02878/2=-7.20\times10^{-5}\); the measured error is \(-7.23\times10^{-5}\) both at 1 s and at \(10^6\) s. The averaged formula gives \(-2.07\times10^{-7}\), against a measured \(-2.09\times10^{-7}\) at both times. Six further decades have left the errors almost unchanged.

With ten steps per decade the averaged formula gives \(1.33\times10^{-5}\) in magnitude, and the run gives \(1.44\times10^{-5}\). This excess of 9% shrinks to 1% when \(h\) is divided by eight, as expected of a correction one order higher in \(h\).

## How wide a barrier bin may be

The errors above compare solutions with the same 40 bins. The bins themselves replace an integral over \(E\) by a midpoint sum, and this error is found at given exposure. Let \(f(u)=\exp(-e^{-u/\theta})\), so that bin \(i\) holds \(f(E_i-E^*)\). The derivative \(p=f'\) is a peak of unit area and width of order \(\theta\). With the front far from both edges,

\[
\frac{dn}{d\ln\tau}=-\frac{\theta}{W}\,\Delta E\sum_i p(E_i-E^*) .
\]

Poisson summation turns the sum into Fourier components of \(p\) at multiples of \(2\pi/\Delta E\). With \(x=e^{-u/\theta}\) and \(y=2\pi\theta/\Delta E\), component \(m\) is

\[
\int p(u)\,e^{-2\pi imu/\Delta E}du=\int_0^\infty e^{-x}x^{imy}dx=\Gamma(1+imy).
\]

The term \(m=0\) is 1, the continuous result. The terms \(m=\pm1\) add a relative slope ripple of amplitude \(2|\Gamma(1+iy)|\), oscillating as \(\cos(y\ln\tau+\text{const})\). Integration over \(\ln\tau\) divides by \(y\), so \(n\) has a ripple of amplitude

\[
\frac{2\theta}{W}|\Gamma(iy)|,\qquad |\Gamma(iy)|^2=\frac{\pi}{y\sinh\pi y}.
\]

No constant offset arises. A sharp front gives a counting error that is a sawtooth of zero mean for midpoints, and smoothing it with \(p\) preserves the mean.

For \(\Delta E=2\theta=0.05\) eV, the ripple in \(n\) is \(6.4\times10^{-4}\), but the slope is wrong by up to 6.5%, which would appear as false structure in the drift exponent. For \(\Delta E=\theta\) the slope ripple is 0.07%. The bins used here, \(0.8\theta\) wide, have a predicted ripple of \(2.5\times10^{-7}\) in \(n\), well below the time-stepping error at ten steps per decade. This applies once the front is well inside the band. While the front is still at the lower edge, near \(10^{-5}\) s, the midpoint sum is off by up to about \(3\times10^{-4}\) in \(n\); from \(10^{-3}\) s onwards the bin error stays below \(2\times10^{-6}\).

## From relaxation to resistance

The link to resistance is a separate model. Take the relaxing defects to be the transport centres, positive when empty. An electron on one centre is assumed to escape only classically, over the saddle towards an empty neighbour at distance \(s\), in a medium of permittivity \(\varepsilon_r\). Tunnelling through the barrier is left out. On the joining line its potential energy is \(-1/(\varepsilon_rx)-1/[\varepsilon_r(s-x)]\), which is highest at \(x=s/2\), with value \(-4/(\varepsilon_rs)\).

The neighbour also lowers the initial level. For a rigid, spherical electron cloud that does not reach the neighbour, the shift is that of a point charge, \(-1/(\varepsilon_rs)\). If the isolated binding energy is \(E_0\), the transport barrier is

\[
-\frac4{\varepsilon_rs}-\left(-E_0-\frac1{\varepsilon_rs}\right)=E_0-\frac3{\varepsilon_rs}.
\]

The mean spacing grows as the defect density falls, \(s=s_0n^{-1/3}\). With \(C=3/(\varepsilon_rs_0)\) the barrier is \(E_0-Cn^{1/3}\). If the low-field resistance is a constant prefactor times the Boltzmann factor of this barrier, then

\[
\ln\frac{R(t)}{R(t_0)}=\frac C\theta\left(1-n^{1/3}\right).
\]

Differentiating, and using \(dn/d\ln t=-\theta/(W+\lambda)\), gives the local drift exponent

\[
\frac{d\ln R}{d\ln t}=-\frac{C}{3\theta}n^{-2/3}\frac{dn}{d\ln t}=\frac{C\,n^{-2/3}}{3(W+\lambda)} .
\]

The thermal energy cancels from the prefactor: at given \(n\), a hotter glass relaxes faster per decade, but its resistance responds less to a change of barrier.

For \(\varepsilon_r=12\) and \(s_0=20\) angstrom, the saddle lies at \(-0.240\) eV and the level shift is \(-0.060\) eV, so \(C=0.180\) eV. These values illustrate the formulas; they do not predict the drift of a real cell, because at such spacings tunnelling can outweigh classical escape. With \(E_0=0.5\) eV, for instance, the barrier is 0.32 eV and its Boltzmann factor is \(3\times10^{-6}\), whereas a semiclassical estimate with the free-electron mass gives a transmission of about \(5\times10^{-4}\) at the initial level.

Within the classical model, at 1 s, \(n=0.682\) and the exponent is \(0.060\times0.682^{-2/3}=0.077\). It rises from 0.067 at \(10^{-3}\) s to 0.112 at \(10^5\) s. A single power law is therefore only an approximation here.

At \(10^6\) s the spacing is 28.8 angstrom, the transport barrier has risen by 0.0548 eV (0.00201 hartree), and the resistance of the classical model has grown by a factor 8.96. The time-stepping error of this factor is \(7\times10^{-5}\) relative to the reference.

## Cost and error side by side

Euler integration was run over the first five decades, to 0.1 s, with \(k_{\rm fast}\Delta t\) just below 1. It took 10,209 steps. Its largest error in \(n\) was \(1.5\times10^{-2}\), yet its final error was \(1.2\times10^{-6}\).

The large error is an early one. In the first step the five fastest bins have \(k_i\Delta t\simeq1,\,0.45,\,0.20,\,0.09,\,0.04\). The differences \(e^{-x}-(1-x)\) add up to about 0.48, or \(0.48/40=0.012\) in \(n\), before feedback within the step is counted. This error disappears because the fast bins soon empty in the exact solution as well, while the exposure error it leaves through the feedback is forgotten as derived above. What remains at the end comes mainly from later steps, and it is small because the step has become tiny compared with \(t\).

Over the same window the logarithmic scheme with 25 steps had a largest error of \(6.3\times10^{-5}\), already far below Euler's. To match Euler's final error, 40 steps per decade sufficed among the resolutions tried, 200 steps in all. Each step updates the bins twice, so this is 400 passes through the bins against 10,209, a saving by a factor of about 26.

Over twelve decades the logarithmic run makes \(2\times120\times40=9600\) bin updates. Uniform-step Euler at its positivity limit would make \(40\times1.02\times10^{11}=4.1\times10^{12}\), more by a factor \(4\times10^8\). This is a ratio of counts, not of running times, since an exponential costs more than a multiplication. Nor is it a comparison at equal final error: the Euler count is the least that positivity allows for a uniform step, whatever late accuracy is wanted, and a variable Euler step needs far fewer. The numerical output lists the errors over the first five decades for 5 to 80 steps per decade.

## Calculated quantities

```
kT = 0.025 eV, nu0 = 1e+13 1/s, lam = 0.2 eV
barriers 0.45 to 1.25 eV, W = 0.80 eV, bins = 40
bin width = 0.020 eV, eps = 12.0, s0 = 20.0 angstrom
k_edge = 1.5230e+05 1/s, k_fast = 1.0209e+05 1/s
Euler positivity limit on step = 9.7953e-06 s
stiff solver minus quadrature, n: 2.3e-13
no feedback, 12 steps: n = 0.177361, gap to E1 1.8e-06
bin 0.050 eV: ripple 6.372e-04, formula 6.357e-04, rel. slope ripple 6.45e-02
bin 0.025 eV: ripple 3.239e-06, formula 3.233e-06, rel. slope ripple 6.56e-04
ripple formula for the bins used = 2.45e-07
late law minus reference: 6.2e-06 at 1e-2 s, 4.9e-07 at 1e6 s
80 steps per decade, h = 0.02878
frozen: dn(1 s) = -7.2273e-05, dn(1e6 s) = -7.2268e-05
frozen formula dn = -7.1956e-05
averaged: dn(1 s) = -2.0949e-07, dn(1e6 s) = -2.0947e-07
averaged formula dn = -2.0711e-07
exposure tau: 9.7916e-02 s at 1 s, 6.1781e+03 s at 1e6 s
kick surviving to 1e6 s: 0.06316, formula 0.06310
five decades, 1e-6 to 1e-1 s, errors in n:
Euler k_fast*dt = 1.0: 10209 steps, max 1.52e-02, end 1.22e-06
Euler k_fast*dt = 0.25: 40836 steps, max 2.12e-03, end 3.19e-07
log 5/decade: 25 steps, max 6.28e-05, end 6.22e-05
log 10/decade: 50 steps, max 1.46e-05, end 1.44e-05
log 20/decade: 100 steps, max 3.49e-06, end 3.47e-06
log 40/decade: 200 steps, max 8.53e-07, end 8.48e-07
log 80/decade: 400 steps, max 2.11e-07, end 2.10e-07
log steps/decade to match Euler (k_fast*dt = 1): max error 5, end error 40
transport: saddle -0.23999 eV, level shift -0.06000 eV
C = 0.18000 eV = 0.006615 hartree
twelve decades, 10 steps per decade:
t = 1e-03 s: n = 0.85439, R/R0 = 1.4447, exponent 0.06681 (formula 0.06663)
t = 1e+00 s: n = 0.68164, R/R0 = 2.3714, exponent 0.07747 (formula 0.07746)
t = 1e+03 s: n = 0.50894, R/R0 = 4.2693, exponent 0.09413 (formula 0.09412)
t = 1e+05 s: n = 0.39381, R/R0 = 6.8376, exponent 0.11167 (formula 0.11167)
t = 1e6 s: n = 0.336249, reference 0.336264
t = 1e6 s: R/R0 = 8.96413, reference 8.96348
error in n: max 1.46e-05, end 1.44e-05
spacing at 1e6 s = 28.761 angstrom
transport barrier rise = 0.05483 eV = 0.002015 hartree
steps: log 120, Euler at positivity limit 1.021e+11
bin updates: log 9600, Euler 4.084e+12, ratio 4.25e+08
```
